# Why alkali quantum defects follow core nodes and the centrifugal barrier

Far from a closed-shell ion, an outer electron sees the potential $-1/r$ in atomic units. This contains no adjustable length or energy, so a bound energy can be written $E=-1/(2\nu^2)$ with a pure number $\nu$. The ion is spherical, so each angular momentum $l$ has its own radial equation. Outside the core that equation has two independent solutions, and the core can do no more than fix their ratio. One real ratio is one angle. Near threshold, where the electron crosses the core at speeds that hardly depend on its small binding energy, the angle is nearly constant. The core therefore enters a whole series through one number per $l$, the quantum defect $\delta_l$:

$$E_{nl}=-\frac{1}{2(n-\delta_l)^2}.$$

The quoted measured defects are about 1.3, 0.86, 0.015 for sodium s, p, d, and 4.0, 3.6, 2.5, 0.03 for caesium s, p, d, f. An angle is fixed only up to whole half-turns, and the whole half-turns are radial nodes. The defects are not, however, equal to the numbers of core orbitals. Those are 2, 1, 0 for sodium and 5, 4, 2, 0 for caesium: most of the large defects lie below them, while caesium d lies above.

**The solvable outer wave**

Write the radial function as $R=u/r$. Outside the core, at $E=0$,

$$u''+\left[\frac{2}{r}-\frac{l(l+1)}{r^2}\right]u=0 .$$

Put $x=\sqrt{8r}$, so that $d/dr=(4/x)\,d/dx$, $2/r=16/x^2$ and $1/r^2=64/x^4$. Division by $16/x^2$ gives

$$u_{xx}-\frac{u_x}{x}+\left[1-\frac{4l(l+1)}{x^2}\right]u=0 .$$

With $u=xw$ we have $u_x=w+xw'$ and $u_{xx}=2w'+xw''$. Inserting these and dividing by $x$,

$$w''+\frac{w'}{x}+\left[1-\frac{(2l+1)^2}{x^2}\right]w=0,$$

because $4l(l+1)+1=(2l+1)^2$. This is Bessel's equation. Hydrogen takes the solution regular at the origin, $u\propto\sqrt r\,J_{2l+1}(\sqrt{8r})$. An alkali atom may also contain $Y_{2l+1}$, since its outer solution need not reach the origin.

Write $J=M\cos\theta$ and $Y=M\sin\theta$, with $\theta=-\pi/2$ at $r=0$. The hydrogen nodes lie at $\theta=\pi/2,3\pi/2,\dots$, so

$$c(r)=\frac{\theta(r)}{\pi}+\frac12$$

equals $k$ at the $k$-th node and rises smoothly between nodes. It is a continuous node count. The general outer wave is

$$u\propto\sqrt r\,[J\cos\pi\delta-Y\sin\pi\delta]=\sqrt r\,M\cos(\theta+\pi\delta).$$

Let its $j$-th node, with inner nodes included in the numbering, lie at $r_j$. There $\theta+\pi\delta=(j-\tfrac12)\pi$, and hence

$$\delta=j-c(r_j).$$

This is the precise meaning of extra nodes: the alkali wave has reached node $j$ where the hydrogen wave has counted only $c$. The numbering fixes the integer part that the angle alone leaves open.

**From extra phase to energy**

At finite $\nu$ the semiclassical phase of the outer wave, with $\lambda=l+\tfrac12$, is

$$I=\int_{r_1}^{r_2}\sqrt{-\frac1{\nu^2}+\frac2r-\frac{\lambda^2}{r^2}}\;dr .$$

The replacement of $l(l+1)$ by $\lambda^2$ comes from the variable $t=\ln r$. With $u=\sqrt r\,w$ one finds $r^2u''=\sqrt r\,(w_{tt}-w/4)$, and the extra $\tfrac14$ completes the square.

Differentiate $I$ with respect to $\nu$. The endpoints contribute nothing, since the integrand vanishes there. The square root equals $\sqrt{(r-r_1)(r_2-r)}/(\nu r)$ with $r_1+r_2=2\nu^2$, so

$$\frac{\partial I}{\partial\nu}=\frac1{\nu^3}\int_{r_1}^{r_2}\frac{\nu r\,dr}{\sqrt{(r-r_1)(r_2-r)}}
=\frac1{\nu^2}\,\frac{\pi(r_1+r_2)}2=\pi .$$

At $\nu=\lambda$ the turning points merge and $I=0$. Thus $I=\pi(\nu-l-\tfrac12)$.

A bound state with $n_r$ nodes needs a total phase $(n_r+\tfrac12)\pi$, the half coming from $\pi/4$ at each turning point. The core supplies $\pi\delta$ of it:

$$\nu-l-\tfrac12+\delta=n_r+\tfrac12 .$$

With $n=n_r+l+1$ this is $\nu=n-\delta$. For $\delta=0$ it reproduces the hydrogen levels. For an alkali it holds to leading semiclassical order, and we use $\delta=n-\nu$ as the definition for each level.

**What the core orbitals impose**

Take first a local potential shared by core and valence electrons. For two energies $E_1<E_2$, the radial equations give

$$(u_1'u_2-u_1u_2')'=2(E_2-E_1)u_1u_2 .$$

Suppose $u_1>0$ between two neighbouring zeros $a,b$, and $u_2$ has no zero between them; choose $u_2>0$. Integration makes the right side positive. The left side is $u_1'(b)u_2(b)-u_1'(a)u_2(a)$, which cannot be positive because $u_1'(b)<0<u_1'(a)$. So $u_2$ must have a node there.

Applied to the solution regular at the origin, this shows that its nodes move inward as the energy rises. A new node cannot appear at finite $r$, for $u$ and $u'$ would vanish together. It enters from infinity, where the growing tail changes sign, and that happens at a bound level. The lowest state therefore has no node, the next has one, and so on.

If the core fills $N_l$ shells of angular momentum $l$, the first valence state has $N_l$ nodes. It is orthogonal to the core orbitals, and for a single nodeless core orbital the need is plain: the overlap integral cannot vanish without a sign change. The core orbitals do not push the nodes into place as an added force would. The deep core field holds the occupied states and bends the valence wave, and the Pauli principle leaves the valence electron the states above them.

The first valence state has $n=N_l+l+1$, so

$$\delta_l^{\rm first}=N_l+(l+1)-\nu_{\rm first}.$$

This is counting, and it shows what remains to be explained. The defect equals $N_l$ if the first valence state is bound like the lowest hydrogen state of that $l$. Weaker binding lowers the defect, stronger binding raises it.

**Sodium and caesium computed**

The ions Na$^+$ and Cs$^+$ were treated by non-relativistic Hartree–Fock, and the valence electron was added with the core frozen. Exchange is then nonlocal, so the node theorem does not strictly apply. The node counts were therefore tested directly, for the first valence state and one high Rydberg state of each listed $l$, and they agree with the rule.

For sodium s the first valence energy is $-4.947$ eV and $\nu=1.658$, whence $\delta=2+1-1.658=1.342$. The other series, with Rydberg defects taken at $n$ between 14 and 19, are as follows.

| Series | $N_l$ | $\nu_{\rm first}$ | HF | HF + pol. | Quoted |
|---|---:|---:|---:|---:|---:|
| Na s | 2 | 1.658 | 1.322 | 1.344 | 1.3 |
| Na p | 1 | 2.137 | 0.837 | 0.854 | 0.86 |
| Na d | 0 | 2.997 | 0.006 | 0.015 | 0.015 |
| Cs s | 5 | 2.016 | 3.936 | 3.994 | 4.0 |
| Cs p | 4 | 2.439 | 3.499 | 3.551 | 3.6 |
| Cs d | 2 | 2.736 | 2.369 | 2.491 | 2.5 |
| Cs f | 0 | 3.998 | 0.005 | 0.032 | 0.03 |

The column "pol." adds core polarization, treated below.

The node definition can be checked by hand. The fourth node of the sodium $n=16$ s state lies at 5.593 Å, or 10.57 bohr, so $x=\sqrt{8r}=9.195$. For large $x$ the function $\sqrt x\,J_1$ obeys $y''+(1-\tfrac34x^{-2})y=0$. Its phase advances at the rate $1-\tfrac38x^{-2}$, and integration inward from the asymptotic form gives

$$\theta\simeq x-\frac{3\pi}4+\frac3{8x}=9.195-2.356+0.041=6.880 .$$

Hence $c=6.880/\pi+\tfrac12=2.690$ and $\delta=4-2.690=1.310$. Only the position of the node was used, not the energy of the level.

The energy gives 1.322. The difference arises because the state is compared with a zero-energy wave. Its wave number is smaller by about $1/(2\nu^2k_0)$, where $k_0=\sqrt{2/r}$ if the barrier is neglected. The missing phase is

$$\frac1{2\nu^2}\int_0^r\sqrt{\frac{r'}2}\,dr'=\frac{r^{3/2}}{3\sqrt2\,\nu^2}.$$

With $\nu=14.68$ this is 0.038, or 0.012 of a node, which closes the gap. The same effect makes the node readings for sodium d and caesium f slightly negative, $-0.010$ and $-0.029$, although their energy defects are positive. For caesium f the estimate without barrier gives 0.024 of the 0.034 difference. With the barrier, $k_0=\sqrt{2r-\lambda^2}/r$, and the substitution $s=2r-\lambda^2$ gives $\int_{\lambda^2/2}^r dr'/k_0=s^{3/2}/6+\lambda^2 s^{1/2}/2$. At the caesium f node $s=19.1$, and division by $2\pi\nu^2$ gives 0.033 of a node. At the sodium d node $s=13.15$, which gives 0.016, equal to the difference there.

**Why the defect is not a whole number**

Near the core edge the alkali wave has a continuous count of about $\delta+c(r_c)$. The core radius $r_c$ is defined here as the radius outside which half an electron of core charge remains: 0.790 Å for Na$^+$ and 1.723 Å for Cs$^+$. The expression for $\theta$ above gives $c(r_c)\simeq0.88$ for sodium s and 1.40 for caesium s. The total counts are then

$$1.32+0.88=2.20,\qquad 3.94+1.40=5.34 .$$

Their whole parts are 2 and 5, the numbers of core s shells. So the core nodes are all there, but the defect counts the excess over hydrogen, and the hydrogen s wave has itself advanced by about a node or more in the same space. That is why the s defects fall below $N_l$.

Caesium d shows the opposite case. Its core supplies two nodes, but the hydrogen d wave has barely begun to count at 1.723 Å. Its first node lies near 5.1 Å, as the almost hydrogenic sodium d wave shows. Little is subtracted, and the phase gained beyond the second node survives as a defect above 2. In terms of energy, the first caesium d state has $\nu=2.736$, below the hydrogen value 3: it is more strongly bound than hydrogen 3d.

A semiclassical integral shows where the extra phase is gained. Let $Z(r)=-rV(r)$ be the effective charge that gives the potential at $r$. In the variable $\ln r$ the squared wave number is $2rZ-(l+\tfrac12)^2$, so near threshold

$$\delta_l\simeq\frac1\pi\int\left[\sqrt{2rZ(r)-(l+\tfrac12)^2}-\sqrt{2r-(l+\tfrac12)^2}\right]\frac{dr}r,$$

with each root taken only where it is real. The estimate needs one allowed region reaching from inside the core to the outer wave. This holds for s and p, and narrowly for caesium d, where the integral gives 2.028 against 2.030 from the levels of the same electrostatic potential. It fails for caesium f, where a forbidden region cuts off a small allowed pocket in the core: the integral would count the phase of the pocket, which the outer wave hardly feels. Where $Z=1$ the integrand vanishes, so in this electrostatic estimate all the extra phase comes from the region of incomplete screening. In the electrostatic potential of the core, without exchange, the integral gives 1.178 and 0.569 for sodium s and p. The levels of the same potential give 1.211 and 0.636. For caesium the integral gives 3.733 and 3.241, against 3.755 and 3.252. The bulk of these defects is thus electrostatic core phase. Exchange raises them further, for instance from 1.211 to 1.322 for sodium s.

For s and p the phase is nearly constant along a series because the kinetic energy in the core is large. At the sodium core edge the electrostatic potential is $-19.68$ eV, while the first s state is bound by 4.95 eV and high Rydberg states by almost nothing. Deeper inside, the disparity grows. The second s node accordingly moves only from 0.548 Å in the first valence state to 0.538 Å at $n=16$. The fifth caesium s node moves from 1.191 to 1.164 Å. Both shift inward with rising energy, as the node theorem requires for a local potential. For caesium d the argument from a large kinetic energy is not available, because barrier and attraction at the core edge sum to only $-1.18$ eV, smaller in size than the 1.82 eV binding of the first state. In Hartree–Fock its defect changes from 2.264 in the first state to 2.369 at $n=16$, more than for s or p. This drift belongs to the unpolarized model, not to the atom. With core polarization added, the d defect goes from 2.508 to 2.491 while the s and p defects fall by 0.08. The measured levels behave in the same way: about 2.45 for 5d against a series limit near 2.47. The energy at the core edge therefore does not predict how constant a series is.

**What the barrier does**

Near the origin $J_{2l+1}(x)\simeq(x/2)^{2l+1}/(2l+1)!$. To use this as a density we need its normalization. A classical electron spends the fraction $2\,dr/(vT)$ of its period in $dr$, with $v=\sqrt{2/r}$ and, from $2\pi/T=dE/dn=1/n^3$, $T=2\pi n^3$. The mean of $n^3u^2$ is therefore $\sqrt{r/2}/\pi$. Since $J^2$ averages to $1/(\pi x)$ at large $x$, the matching hydrogen density is

$$n^3u^2\to2r\,J^2_{2l+1}(\sqrt{8r})\simeq\frac{(2r)^{2l+2}}{[(2l+1)!]^2}\quad(r\to0).$$

Each unit of $l$ adds two powers of $r$ and a large factorial. Inside the sodium core radius the integrated weight $n^3\int u^2dr$ is 0.356 for s, 0.179 for p and 0.0043 for d. Inside the larger caesium core it is 0.81, 1.57, 0.33 and 0.010 for s, p, d and f. The p weight there exceeds the s weight: the power law holds deep inside the barrier, and this core reaches beyond the first hydrogen s node.

The sum of barrier and attraction at the core edge, $l(l+1)/(2r_c^2)-Z(r_c)/r_c$, tells the same story. For sodium it is $-19.7$, $-7.5$ and $+17.0$ eV for s, p and d. For caesium it is $-8.9$, $-6.3$, $-1.2$ and $+6.5$ eV for s, p, d and f. An electron near zero energy enters freely where the sum is negative and must tunnel where it is positive. The change of sign falls between p and d in sodium and between d and f in caesium, just where the defects collapse.

To isolate the barrier, keep one electrostatic core potential and change only $l$. The defects for s, p, d, f are then 1.211, 0.636, 0.002, 0.000 for sodium and 3.755, 3.252, 2.030, 0.002 for caesium. The attraction is the same for every $l$, so the fall is due to the centrifugal term. Whether the core can hold orbitals of a given $l$ depends on the balance between this term and the attraction. For sodium d and caesium f the barrier prevails, and the missing core nodes and the small defect go together.

**What remains outside the barrier**

An excluded electron still polarizes the core. Its field $1/r^2$ induces a dipole, and the energy is $-\alpha/(2r^4)$ for core polarizability $\alpha$. Expanding the Rydberg formula for small $\delta$ gives $\Delta E=-\delta/n^3$, so

$$\delta_{\rm pol}=\frac\alpha2\,n^3\langle r^{-4}\rangle .$$

The average follows from the threshold equation $u''=-Wu$, where $W=2/r-L/r^2$ and $L=l(l+1)$. For $P=u^2$, three differentiations give $P'''=-4WP'-2W'P$. Multiply by $g(r)$ and integrate by parts. For $l\ge1$ and the two choices below, the boundary terms vanish:

$$\int(g'''+4Wg'+2W'g)\,P\,dr=0 .$$

The choice $g=1$ yields $\langle r^{-3}\rangle=\langle r^{-2}\rangle/L$. The choice $g=1/r$ yields $(8L-6)\langle r^{-4}\rangle=12\langle r^{-3}\rangle$. Finally, differentiate $E=-1/[2(n_r+l+1)^2]$ with respect to $l$ at fixed $n_r$. The result $1/n^3$ must equal the mean of the derivative of the barrier, $(l+\tfrac12)\langle r^{-2}\rangle$. Since $4L-3=4(l-\tfrac12)(l+\tfrac32)$,

$$\delta_{\rm pol}=\frac\alpha2\,\frac{3}{2(l-\frac12)l(l+\frac12)(l+1)(l+\frac32)} .$$

For sodium d, the computed $\alpha=0.945$ a.u. (0.140 Å$^3$) gives $0.945\times0.01905/2=0.0090$. For caesium f, $\alpha=15.82$ a.u. (2.344 Å$^3$) gives $15.82\times0.003175/2=0.0251$. Solving the radial equation with the polarization potential, multiplied by $1-e^{-(r/r_c)^6}$ to remove its false divergence in the core, gives 0.0090 and 0.0271.

Polarization thus makes up about 60% of the computed sodium d defect and 85% of the caesium f defect. The barrier explains why these defects are small, not why they have their particular values. At large $l$ the formula falls as $l^{-5}$, while penetration dies out much faster, so polarization dominates.

**Limits of the account**

With polarization, the penetrating defects agree with the quoted ones to better than 0.1. Part of this agreement depends on the chosen cutoff: polarization shifts caesium d by 0.12, and the form $-\alpha/(2r^4)$ is not justified inside the core. Moving the cutoff radius from $0.8\,r_c$ to $1.25\,r_c$ changes the polarized defect from 2.58 to 2.43 for caesium d, from 4.02 to 3.97 for caesium s, from 0.034 to 0.029 for caesium f and from 0.0154 to 0.0137 for sodium d. The last digits of the polarized column are therefore not fixed, and the bound of 0.1 holds only near the chosen cutoff. The polarization shares of the small defects stay within 59–63% and 84–86%. Relativity, spin–orbit splitting and other correlation are left out of the valence calculation. The caesium polarizability comes from a separate Hartree–Fock calculation in which an effective potential replaces 46 core electrons.

The picture of one constant defect per $l$ also needs a core that stays closed. If a core-excited level of the same total symmetry and parity lies near the series, the two can mix, and the defect then varies from level to level. And a small defect is not guaranteed by large $l$ alone. If the core attraction grew until an f electron could settle inside the barrier, $\nu_{\rm first}$ would fall far below its present value near 4, and with $N_f=0$ the first defect $4-\nu_{\rm first}$ would become large without any f orbital in the core. The full set of values is in the numerical output below.

## Table of computed values

```
energies eV, lengths angstrom; defects and nu have no unit
Na+ polarizability 0.140 angstrom^3 (0.945 a.u.)
Na+ core radius 0.790 angstrom
Na s: core shells 2, first valence -4.947 eV, nu 1.658, defect 1.342
  n=16 defect: HF 1.3221, with polarization 1.3442, quoted 1.35
  defect from node 4 at 5.593 angstrom: 1.310
  at core edge -19.68 eV; hydrogen n^3*weight inside 3.56e-01
  node 2: first valence 0.5476, n=16 0.5384 angstrom
Na+ top core p level: grid -48.90, Gaussian -48.91 eV
Na p: core shells 1, first valence -2.978 eV, nu 2.137, defect 0.863
  n=15 defect: HF 0.8368, with polarization 0.8544, quoted 0.86
  defect from node 3 at 7.105 angstrom: 0.816
  at core edge -7.47 eV; hydrogen n^3*weight inside 1.79e-01
Na d: core shells 0, first valence -1.515 eV, nu 2.997, defect 0.003
  n=14 defect: HF 0.0056, with polarization 0.0146, quoted 0.015
  defect from node 1 at 5.133 angstrom: -0.010
  at core edge 16.95 eV; hydrogen n^3*weight inside 4.30e-03
  polarization part: formula 0.0090, solved 0.0090
Na electrostatic core only, defects s p d f: 1.2105 0.6364 0.0016 0.0000
Na phase integral, s p: 1.178 0.569
Cs+ polarizability 2.344 angstrom^3 (15.819 a.u.)
Cs+ core radius 1.723 angstrom
Cs s: core shells 5, first valence -3.347 eV, nu 2.016, defect 3.984
  n=19 defect: HF 3.9364, with polarization 3.9942, quoted 4.05
  defect from node 7 at 7.191 angstrom: 3.920
  at core edge -8.88 eV; hydrogen n^3*weight inside 8.05e-01
  node 5: first valence 1.1911, n=19 1.1639 angstrom
Cs+ top core p level: grid -23.37, Gaussian -23.42 eV
Cs p: core shells 4, first valence -2.287 eV, nu 2.439, defect 3.561
  n=18 defect: HF 3.4991, with polarization 3.5512, quoted 3.59
  defect from node 5 at 4.376 angstrom: 3.489
  at core edge -6.31 eV; hydrogen n^3*weight inside 1.57e+00
Cs d: core shells 2, first valence -1.817 eV, nu 2.736, defect 2.264
  n=16 defect: HF 2.3694, with polarization 2.4907, quoted 2.47
  defect from node 4 at 8.249 angstrom: 2.338
  at core edge -1.18 eV; hydrogen n^3*weight inside 3.29e-01
Cs f: core shells 0, first valence -0.851 eV, nu 3.998, defect 0.002
  n=14 defect: HF 0.0047, with polarization 0.0317, quoted 0.03
  defect from node 1 at 8.300 angstrom: -0.029
  at core edge 6.52 eV; hydrogen n^3*weight inside 1.01e-02
  polarization part: formula 0.0251, solved 0.0271
Cs electrostatic core only, defects s p d f: 3.7549 3.2520 2.0295 0.0015
Cs phase integral, s p: 3.733 3.241
```
